# Weak disorder and the localization length of interacting spinless fermions, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the random potential to the flow of its strength

**Q.** Free fermions in one dimension are localized by weak disorder. With interactions, what do you propose to calculate, and in which variables?

**A.** How the strength of a weak random potential changes as we look at longer lengths. I take spinless fermions at zero temperature, with short-range interactions, density $n$ and $k_F=\pi n$, and set $\hbar=1$ until the numerical example. For the variable, let a smooth, increasing function $\varphi(x)$ equal $2\pi j$ at the position $x_j$ of the $j$-th particle. Then

$$\rho(x)=\sum_j\delta(x-x_j)=\partial_x\varphi\sum_j\delta(\varphi-2\pi j)=\frac{\partial_x\varphi}{2\pi}\sum_p e^{ip\varphi}.$$

The second equality is the change of variable in a delta function, and the third is Poisson's sum over integers $p$. For even spacing $\varphi=2k_Fx$. I write $\varphi=2k_Fx-2\phi$, so $\phi$ measures displacement. The terms $p=0,\pm1$ are

$$\rho\simeq n-\frac{\partial_x\phi}{\pi}+\frac{1}{2\pi\alpha}\left[e^{i(2k_Fx-2\phi)}+\text{h.c.}\right].$$

Here $\alpha$ is a short-distance cutoff of order $1/k_F$. The amplitude of the last term depends on how short-distance motion is smoothed, and $1/(2\pi\alpha)$ is a convention. It will affect prefactors, not powers.

**Q.** What governs $\phi$ in the clean system?

**A.** At long wavelength, a stiffness and an inertia. In imaginary time $\tau$ the action is

$$S_0=\frac{1}{2\pi K}\int dx\,d\tau\left[\frac{(\partial_\tau\phi)^2}{u}+u(\partial_x\phi)^2\right].$$

The two constants are the sound velocity $u$ and the Luttinger parameter $K$. They can be read from familiar quantities. A density change $\delta\rho=-\partial_x\phi/\pi$ costs $\frac12(\partial\mu/\partial n)\delta\rho^2$ per length, where $\mu$ is the chemical potential. Comparison with the second term gives $u/K=(\partial\mu/\partial n)/\pi$.

Continuity, $\partial_t\rho+\partial_xj=0$, gives the current $j=\partial_t\phi/\pi$. If the fermions have mass $m$ and the system is Galilean invariant, a uniform flow costs $\frac12mn(j/n)^2=m(\partial_t\phi)^2/(2\pi^2n)$ per length. Comparison with the first term gives $uK=\pi n/m=v$, the bare Fermi velocity. Free fermions have $\partial\mu/\partial n=\pi v$, hence $K=1$ and $u=v$. Repulsion stiffens the system and makes $K<1$; attraction makes $K>1$.

**Q.** Now add a random potential $V(x)$. It couples to both parts of the density.

**A.** Yes. Let it be Gaussian, with zero mean and a correlation $\overline{V(x)V(x')}=C(x-x')$ of short range. Its slowly varying part, $\eta(x)$, scatters forward; its components near $2k_F$ turn right movers into left movers. The two contributions to the action are

$$S_f=-\int dx\,d\tau\,\frac{\eta\,\partial_x\phi}{\pi},\qquad S_b=\int dx\,d\tau\,\frac{\zeta^*e^{2i\phi}+\zeta e^{-2i\phi}}{2\pi\alpha},$$

with $\zeta(x)=V(x)e^{2ik_Fx}$ restricted to slow variation. Its correlation is $\overline{\zeta(x)\zeta^*(x')}=C(x-x')e^{2ik_F(x-x')}$. On lengths beyond the range of $C$ this acts as

$$\overline{\zeta(x)\zeta^*(x')}=D_b\,\delta(x-x'),\qquad D_b=\int dx\,C(x)e^{2ik_Fx}.$$

The other average, $\overline{\zeta(x)\zeta(x')}$, carries $e^{2ik_F(x+x')}$ and averages to zero over distance. On a lattice this fails at half filling, where $e^{4ik_Fx}=1$ on every site, so I assume an incommensurate filling.

**Q.** You can't simply drop $\eta$. It has no small factor relative to $\zeta$.

**A.** It is removed by a change of variable. Complete the square:

$$\frac{u}{2\pi K}(\partial_x\phi)^2-\frac{\eta\,\partial_x\phi}{\pi}=\frac{u}{2\pi K}\left(\partial_x\phi-\frac{K\eta}{u}\right)^2-\frac{K\eta^2}{2\pi u}.$$

Expanding the square confirms both terms: its cross term is $-\eta\,\partial_x\phi/\pi$, and its last term, $K\eta^2/(2\pi u)$, is cancelled. Substitute $\phi\to\phi+(K/u)\int^x\eta\,dx'$. The shift is static, so $(\partial_\tau\phi)^2$ does not change. In $S_b$ it multiplies $\zeta^*$ by a phase that depends on $x$ and $\eta$.

Different Fourier components of a stationary Gaussian potential are independent, so $\eta$ and $\zeta$ are independent. At fixed $\eta$ the rephased $\zeta$ is still Gaussian. Its correlation is nonzero only at $x=x'$, where the phases cancel. Thus $D_b$ is unchanged. Forward scattering deforms the density profile but does not enter the backscattering problem in this model.

**Q.** Why bring in replicas? Why not average the partition function $Z$ over $\zeta$ directly?

**A.** Averaging $Z$ would let the impurities adjust to the fermions, as if both were in equilibrium. The impurities are frozen, so the free energy must be averaged, which means averaging $\ln Z$. From $Z^N=e^{N\ln Z}=1+N\ln Z+O(N^2)$,

$$\overline{\ln Z}=\lim_{N\to0}\frac{\overline{Z^N}-1}{N}.$$

For integer $N$, $Z^N$ describes $N$ copies $\phi_a$ of the system in the same potential. One computes with integer $N$ and continues the result to zero. That continuation is an assumption of the method, but we can see what depends on $N$ at the order we need.

Collect the factor multiplying $\zeta^*(x)$:

$$A(x)=\frac{1}{2\pi\alpha}\sum_a\int d\tau\,e^{2i\phi_a(x,\tau)}.$$

For one complex Gaussian number with $\overline{|\zeta|^2}=d$ the weight is $e^{-|\zeta|^2/d}/(\pi d)$. Since

$$-\frac{|\zeta|^2}{d}-\zeta^*A-\zeta A^*=-\frac{|\zeta+dA|^2}{d}+d|A|^2,$$

the average of $e^{-\zeta^*A-\zeta A^*}$ is $e^{d|A|^2}$. On a grid of spacing $\delta x$, the delta correlation means $d=D_b/\delta x$, and $A$ becomes $A\,\delta x$. The exponent is then $D_b|A|^2\delta x$, which sums to an integral. Because the average of $e^{-S_b}$ is $e^{-S_{\rm dis}}$,

$$S_{\rm dis}=-G\sum_{ab}\int dx\,d\tau\,d\tau'\cos\left[2\phi_a(x,\tau)-2\phi_b(x,\tau')\right],\quad G=\frac{D_b}{(2\pi\alpha)^2}.$$

The sine part vanished because it changes sign when $(a,\tau)$ and $(b,\tau')$ are exchanged.

**Q.** The copies did not interact before. Now they attract each other, and even at different times.

**A.** The attraction expresses their common potential: if one copy is pinned in a certain pattern, the others favour that pattern. The potential is static, so a preference shown at time $\tau$ is the same at time $\tau'$, however far apart. Hence one space integral and two time integrals.

**Q.** How do you go to longer lengths?

**A.** Keep momenta $|k|<\Lambda=1/\alpha$. Split $\phi=\phi^<+\phi^>$, where $\phi^>$ has $\Lambda e^{-dl}<|k|<\Lambda$ and every frequency, and average over $\phi^>$. In Fourier space

$$S_0=\frac12\int\frac{dk\,d\omega}{(2\pi)^2}\,\frac{\omega^2/u+uk^2}{\pi K}\,|\phi(k,\omega)|^2,$$

so the propagator is the inverse of the kernel, $\pi K/(\omega^2/u+uk^2)=\pi Ku/(\omega^2+u^2k^2)$. The frequency integral uses

$$\int\frac{d\omega}{2\pi}\frac{e^{i\omega s}}{\omega^2+u^2k^2}=\frac{e^{-u|k||s|}}{2u|k|}.$$

The two thin pieces of the shell, at $k=\pm\Lambda$, have total measure $2\Lambda\,dl/(2\pi)$. Therefore, at one position and time separation $s$,

$$\langle\phi^>(s)\phi^>(0)\rangle=\frac{\Lambda\,dl}{\pi}\,\frac{\pi K}{2\Lambda}\,e^{-u\Lambda|s|}=\frac K2\,dl\,e^{-u\Lambda|s|}.$$

At $s=0$ the shell variance is $(K/2)\,dl$. Repulsion makes $K$ small and quiets the density displacement.

**Q.** And the disorder term?

**A.** To first order in $G$, averaging $e^{-S_{\rm dis}}$ over the shell replaces $S_{\rm dis}$ by its shell average. Take $a\ne b$ first. Without disorder the copies are independent, so the variance of $2\phi_a^>-2\phi_b^>$ is $4(K/2+K/2)\,dl=4K\,dl$. A Gaussian variable $g$ of zero mean obeys $\langle e^{ig}\rangle=e^{-\langle g^2\rangle/2}$. Thus

$$\left\langle\cos(2\phi_a-2\phi_b)\right\rangle_>=e^{-2K\,dl}\cos(2\phi_a^<-2\phi_b^<).$$

Now restore the cutoff to $\Lambda$ by writing $x=e^{dl}x_{\rm new}$ and $\tau=e^{dl}\tau_{\rm new}$. In $S_0$ the two integrals give $e^{2dl}$ and the two derivatives $e^{-2dl}$, so $S_0$ keeps its form without rescaling $\phi$. In $S_{\rm dis}$ the three integrals give $e^{3dl}$. The result is

$$G\to G\,e^{(3-2K)\,dl}.$$

Define the dimensionless strength $D=D_b\alpha/(2u^2)$. At fixed $\alpha$ and $u$ it is proportional to $G$, so

$$\frac{dD}{dl}=(3-2K)\,D+O(D^2).$$

The factor $1/2$ in $D$ is a convention that I will fix with free fermions. A change of $u$ at order $D$ affects this equation only at order $D^2$.

**Q.** Where did the limit of zero copies enter?

**A.** At this order each pair $(a,b)$ is renormalized by its own two fields. The number $N$ tells how many pairs there are, not how one pair changes, so the coefficient has no $N$ to continue. At second order two pair terms can share a copy and sums over copies can appear. I have not calculated those terms.

**Q.** Can you get $3-2K$ without copies? I would trust it more.

**A.** Consider a segment of length $\ell$. Fluctuations of wavelength between $\alpha$ and $\ell$ have variance $(K/2)\ln(\ell/\alpha)$, and reduce $e^{2i\phi}$ by $e^{-2(K/2)\ln(\ell/\alpha)}=(\alpha/\ell)^K$. Random contributions along the segment add in variance, so the mean squared backscattering matrix element scales as $\ell\cdot\ell^{-2K}$. Excitation energies scale as $u/\ell$. The squared ratio of matrix element to excitation energy therefore grows as

$$\ell^{1-2K}\,\ell^2=\ell^{3-2K}.$$

This is the meaning of $D$: the squared strength of disorder on a segment, measured against that segment's own level spacing. It grows for $K<3/2$ and shrinks for $K>3/2$, where strong attraction makes the density pattern too restless to be pinned by weak disorder.

**Q.** You treated $a\ne b$. For $a=b$ and nearly equal times, the two shell fields are almost the same.

**A.** Then they hardly reduce the cosine. With $s=\tau-\tau'$, the variance of $2\phi^>(\tau)-2\phi^>(\tau')$ is $4\cdot2\cdot(K/2)\,dl\,(1-e^{-u\Lambda|s|})$, so the factor is

$$e^{-2K\,dl\,(1-e^{-u\Lambda|s|})}=e^{-2K\,dl}\left(1+2K\,dl\,e^{-u\Lambda|s|}\right)$$

to first order in $dl$. The first term is the reduction already found. The second is confined to $|s|\lesssim\alpha/u$, and adds to the action

$$-2KG\,dl\sum_a\int dx\,d\tau\,ds\,e^{-u\Lambda|s|}\cos[2\phi_a(x,\tau)-2\phi_a(x,\tau-s)].$$

Let the field consist of a slow background and remaining fluctuations $f$. Averaging over $f$ multiplies the cosine of the background by $W(s)=e^{-2\langle[f(s)-f(0)]^2\rangle}$, with $0<W\le1$. For the background, $\cos(2s\,\partial_\tau\phi)\simeq1-2s^2(\partial_\tau\phi)^2$. The $1$ is a constant. The rest adds

$$4KGJ\,dl\sum_a\int dx\,d\tau\,(\partial_\tau\phi_a)^2,\qquad J=\int ds\,s^2e^{-u\Lambda|s|}W(s).$$

The coefficient is positive: disorder adds inertia. Both fields sit at the same $x$, so no $(\partial_x\phi)^2$ appears and $u/K$ stays fixed at this order.

**Q.** Then $K$ itself moves. In which direction?

**A.** Put $c=u/K$, a constant. The inertia coefficient is $1/(2\pi Ku)=1/(2\pi cK^2)$, and its change is $-dK/(\pi cK^3)$. Equating this to $4KGJ\,dl$ gives $dK=-4\pi cK^4GJ\,dl=-4\pi uK^3GJ\,dl$. From the definitions, $D_b=2u^2D/\alpha$ and $G=u^2D/(2\pi^2\alpha^3)$. Write $J=j\alpha^3/u^3$. Then

$$\frac{dK}{dl}=-\frac{2jK^3}{\pi}\,D\equiv-CK^2D,\qquad C=\frac{2jK}{\pi}>0.$$

For $W=1$ the integral is $\int ds\,s^2e^{-u\Lambda|s|}=4/(u\Lambda)^3$, so $0<j\le4$. The value of $C$ depends on how the cutoff is made and how the remaining fluctuations are treated; its sign does not in this calculation. Backscattering lowers $K$, which helps the disorder to grow.

## Second half: the localization length and a numerical case

**Q.** Before you draw conclusions, restate what you are using.

**A.** The field $\phi$ describes displacement of the density. The clean system has sound velocity $u$ and Luttinger parameter $K$, with $K=1$ for free fermions and $uK=v$ under Galilean invariance. The variance of the random potential near $2k_F$ is $D_b$, the cutoff is $\alpha$, and $D=D_b\alpha/(2u^2)$. Lengths grow as $\alpha e^l$. To leading order in weak disorder,

$$\frac{dD}{dl}=(3-2K)D,\qquad\frac{dK}{dl}=-CK^2D,\qquad C>0,$$

with $u/K$ fixed. The value of $C$ depends on the cutoff scheme.

**Q.** Suppose I hold $K$ fixed below $3/2$. What length follows?

**A.** Dividing by $D$ and integrating gives $D(l)=D_0e^{(3-2K)l}$. Weak disorder ceases to be weak when $D$ reaches a number of order one. I choose $D(l^*)=1$, so $l^*=\ln(1/D_0)/(3-2K)$ and

$$\xi=\alpha e^{l^*}=\alpha\,D_0^{-1/(3-2K)}.$$

The power $1/(3-2K)$ refers to the variance $D_0$. If the potential is multiplied by $W$, the variance changes by $W^2$ and the length by $W^{-2/(3-2K)}$.

**Q.** You have found where the approximation breaks down. Why call that a localization length?

To leading order in weak disorder, we have found how $D$ and $K$ change with length and, at fixed $K<3/2$, the length $\xi$ at which disorder ceases to be weak. It remains to justify calling $\xi$ a localization length, to test the power $3-2K$ and the effect of a changing $K$, and to estimate $\xi$ for a real wire.
